# Depth of a long grinding crack from silicon die strength

A silicon wafer is thinned by grinding its back, and the grinding wheel leaves fine cracks in the ground face. When a die cut from this wafer is bent with that face in tension, it breaks at 300 MPa. The cracks are hard to see from above, but the strength carries information about them: a deeper crack needs less stress to run. With a fracture toughness of 0.9 MPa√m, how deep was the crack that broke the die?

## A back-of-envelope answer

Take a crack of depth $a$, much longer than it is deep, at right angles to a tension $\sigma$. Its faces carry no load, so the material beside it is partly relieved of stress. Suppose that the relieved region is a half-disc of radius $a$, of area $\pi a^2/2$. The elastic energy density is $\sigma^2/2E'$, where $E'=E/(1-\nu^2)$ is the modulus for plane strain, $E$ is Young's modulus and $\nu$ is Poisson's ratio. Per unit crack length the released energy is

$$U\approx\frac{\pi a^2}{2}\,\frac{\sigma^2}{2E'}=\frac{\pi\sigma^2a^2}{4E'},\qquad G=\frac{dU}{da}\approx\frac{\pi\sigma^2a}{2E'} .$$

The crack runs when $G$ reaches a critical value, which is related to the toughness $K_c$ by $G_c=K_c^2/E'$ (shown below). The modulus cancels:

$$a\approx\frac{2}{\pi}\left(\frac{K_c}{\sigma}\right)^2 .$$

Here $K_c/\sigma=0.9/300=0.003$ in units of √m, whose square is 9.00 µm. The estimate is about 6 µm. The scaling rests on dimensions alone, but the prefactor rests on a guessed region, and the elastic problem must supply it.

## The buried crack

Assume linear isotropic elasticity, a straight crack, a body much thicker than $a$, and no residual stress. Tension is positive. Let $x$ be the depth below the surface and let the crack occupy $y=0$, $0<x<a$, with the tension along $y$. These equations contain no quantum constant, so they keep their form in atomic units.

First take an infinite body with a crack at $|x|<a$. For any analytic function $Z(z)$ of $z=x+iy$, the stresses

$$\sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad \sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad \sigma_{xy}=-y\,\mathrm{Re}Z'$$

satisfy equilibrium. For instance, since $\partial_y\mathrm{Re}Z'=-\mathrm{Im}Z''$,

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\mathrm{Re}Z'-y\,\mathrm{Im}Z''-\mathrm{Re}Z'+y\,\mathrm{Im}Z''=0,$$

and the other component cancels likewise. The sum $\sigma_{xx}+\sigma_{yy}=2\,\mathrm{Re}Z$ is harmonic, which is the compatibility condition. With $\hat Z'=Z$ and $\nu'=\nu/(1-\nu)$, the displacement along $y$ is

$$E'v=2\,\mathrm{Im}\hat Z-(1+\nu')\,y\,\mathrm{Re}Z .$$

Its $y$ derivative is $(1-\nu')\mathrm{Re}Z+(1+\nu')y\,\mathrm{Im}Z'=\sigma_{yy}-\nu'\sigma_{xx}$, as Hooke's law requires.

Let an even pressure $p(x)$ push the crack faces apart. The solution is

$$Z(z)=\frac{2z}{\pi\sqrt{z^2-a^2}}\int_0^a\frac{p(t)\sqrt{a^2-t^2}}{z^2-t^2}\,dt .$$

To verify it, approach the upper face at $0<x<a$. There $\sqrt{z^2-a^2}=i\sqrt{a^2-x^2}$, and $1/(z^2-t^2)$ becomes a principal value minus $i\pi\delta(t-x)/(2x)$. The principal value contributes an imaginary number to $Z$; the delta function contributes $-p(x)$. Thus $\sigma_{yy}=-p$ on the face, and the shear vanishes because $y=0$. Beyond the tips $Z$ is real, so $\mathrm{Im}\hat Z$ is constant. It is zero because $Z$ falls as $1/z^2$ and $\hat Z$ can be chosen to vanish at infinity. Hence $v=0$ there, as symmetry demands.

At a small distance $r$ ahead of the tip, $z^2-a^2\approx2ar$. The stress intensity, defined by $\sigma_{yy}=K/\sqrt{2\pi r}$, is therefore

$$K=\sqrt{2\pi r}\,\frac{2a}{\pi\sqrt{2ar}}\int_0^a\frac{p\,dt}{\sqrt{a^2-t^2}}
=2\sqrt{\frac a\pi}\int_0^a\frac{p(t)\,dt}{\sqrt{a^2-t^2}} .$$

A remotely loaded crack is the sum of a uniform tension $\sigma$, which has no singularity, and a crack with face pressure $p=\sigma$, which frees the faces. The integral is then $\pi\sigma/2$, and $K=\sigma\sqrt{\pi a}$.

## Making the surface free

A surface crack is half of this geometry, but the plane $x=0$ must carry no stress. On it $\sqrt{z^2-a^2}=i\sqrt{y^2+a^2}$ for $y>0$, so

$$Z(iy)=-\frac{2y}{\pi\sqrt{y^2+a^2}}\int_0^a\frac{p(t)\sqrt{a^2-t^2}}{y^2+t^2}\,dt$$

is real. Since $dZ(iy)/dy=iZ'$ is also real, $Z'$ is imaginary: the shear is zero and $\mathrm{Im}Z'=-dZ(iy)/dy$. What remains is the normal stress

$$S(y)=Z(iy)+y\frac{dZ(iy)}{dy}=\frac{d}{dy}\left[yZ(iy)\right].$$

It is removed by loading an uncracked half-space with $-S$. For a line force $P$ per unit length pushing into the surface, the stress is purely radial, $\sigma_r=-2P\cos\theta/(\pi r)$, with $\theta$ measured from the inward normal. Equilibrium holds because $r\sigma_r$ does not depend on $r$, compatibility because $\cos\theta/r$ is harmonic, and the force balances because $(2P/\pi)\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=P$. A surface tension $N\,dy$ is a force $P=-N\,dy$. At depth $x$ on the crack line it produces

$$d\sigma_{yy}=-\frac{2P}{\pi r}\cos\theta\sin^2\theta=\frac2\pi\,\frac{N\,x\,y^2}{(x^2+y^2)^2}\,dy .$$

Setting $N=-S$ and adding the equal halves $y>0$ and $y<0$ gives

$$\sigma_B(x)=-\frac4\pi\int_0^\infty S(y)\frac{x\,y^2}{(x^2+y^2)^2}\,dy .$$

By symmetry this correction causes neither shear nor normal displacement on the crack line. The real crack faces are free when $\sigma-p+\sigma_B=0$, or

$$p(x)=\sigma+\sigma_B(x).$$

Because $\sigma_B$ depends linearly on $p$, this is a linear integral equation. Its solution gives $K=Y\sigma\sqrt{\pi a}$ with a pure number $Y$.

The equation can be read as repeated correction. Starting from $p=\sigma$, the cut carries

$$\frac{S}{\sigma}=\frac{2y}{\sqrt{y^2+a^2}}-\frac{y^3}{(y^2+a^2)^{3/2}}-1 ,$$

which is compressive, $-1$, beside the crack and weakly tensile farther out. Removing this stress puts tension on most of the crack line and opens the crack further. One correction raises $Y$ from 1 to 1.0947, two raise it to 1.1143, and the full solution is

$$Y=1.1215 .$$

The auxiliary pressure $p$ is not finite at the mouth, so it must be shown that $K$ is. Near $x=0$ try $p=x^s$. With

$$\int_0^\infty\frac{t^s\,dt}{y^2+t^2}=\frac{\pi y^{s-1}}{2\cos(\pi s/2)},\qquad
\int_0^\infty\frac{x\,y^{s+2}\,dy}{(x^2+y^2)^2}=\frac{\pi(s+1)x^s}{4\cos(\pi s/2)},$$

the first integral gives $S=-(s+1)y^s/\cos(\pi s/2)$, and the second then gives $\sigma_B=(s+1)^2x^s/\cos^2(\pi s/2)$. At $s=0$ a constant returns itself. Differentiating at $s=0$ shows that $\ln x$ returns $\ln x+2$. For $p=C\ln x+D$ the integral equation therefore demands $0=\sigma+2C$, so $C=-\sigma/2$. The logarithm is integrable, and $K$ is finite.

## Energy and the fracture condition

Close to the tip $Z\approx K/\sqrt{2\pi\zeta}$, with $\zeta=z-a$, and so $\hat Z=2K\sqrt{\zeta/2\pi}$. On the upper face $\zeta=-r$ and $\sqrt\zeta=i\sqrt r$, which gives

$$v=\frac{4K}{E'}\sqrt{\frac{r}{2\pi}} .$$

Let the crack advance by a small $\delta$. The energy released equals the work needed to close the new part again. At distance $s$ from the old tip the closing stress grows from zero to $K/\sqrt{2\pi s}$ while the gap $2v$ closes. The factor ½ for gradual loading cancels the 2 of the two faces:

$$G\delta=\int_0^\delta\frac{K}{\sqrt{2\pi s}}\,\frac{4K}{E'}\sqrt{\frac{\delta-s}{2\pi}}\,ds
=\frac{2K^2}{\pi E'}\int_0^\delta\sqrt{\frac{\delta-s}{s}}\,ds=\frac{K^2}{E'}\delta ,$$

since the last integral is $\pi\delta/2$. This is the relation used in the first estimate.

Fracture at $K=K_c$ now gives

$$a=\frac1\pi\left(\frac{K_c}{Y\sigma}\right)^2=\frac{9.00\ \text{µm}}{\pi\times1.1215^2}=2.28\ \text{µm},$$

or $2.28\times10^4$ Å. At fixed stress $K$ grows as $\sqrt a$. With a constant toughness, a crack that starts to run is therefore driven harder as it deepens, and it does not stop.

## An independent calculation

The same closing argument applied to the whole crack gives $U=\int_0^a p\,v\,dx$, where $p$ is now the actual load on the faces. For uniform load, dimensions require $U\propto\sigma^2a^2/E'$, hence $G=2U/a$. With $G=K^2/E'$, this allows $Y$ to be found without the integral equation. The plane elastic equations were solved by finite elements in a strip 40 crack depths wide, with $\nu'=0.28$. The energy gives $Y=1.123$, within the 1% allowed for the mesh and the finite width. The finite width alone raises this value by about 0.002 over 1.1215; the mesh, which makes the body slightly too stiff, takes back about 0.001. The opening at $0.031a$ from the tip gives 1.118, which tests the link between $G$ and $K$; 3% was allowed there because the square-root law is a leading term. Replacing the free surface by a symmetry plane, with the load and crack held fixed, returns 1.000. The increase of 12% in $K$ is thus due to the free surface. Without it the inferred depth would be 2.86 µm.

The first estimate can now be judged. The true energy is $U=\pi Y^2\sigma^2a^2/(2E')$, which is $2Y^2\approx2.5$ times the half-disc guess. The guess therefore made the depth too large by the same factor.

## If the crack is not long

Length along the surface matters because material beyond the ends of a short crack helps to hold it shut. The opposite limit that can be solved simply is a buried circular crack of radius $a$.

For a half-space $y>0$ under surface pressure $p\cos kx$, the function $Z=-pe^{ikz}$ has the right surface stress and decays inward. Integration gives $\hat Z=ipe^{ikz}/k$, and the surface displacement is $v=2p\cos kx/(E'k)$. Each Fourier component of displacement thus needs a pressure $E'k/2$ times as large. Waves in all directions may be added.

Try $v=v_0\sqrt{1-r^2/a^2}$ and measure lengths in $a$. Integrating over the disc first across the wave direction gives $\pi(1-x^2)/2$, so the transform is

$$\tilde v=v_0\,\frac\pi2\int_{-1}^1(1-x^2)\cos kx\,dx=2\pi v_0\,\frac{\sin k-k\cos k}{k^3}.$$

With $J_0$ the average of a plane wave over directions, the pressure is

$$p(r)=\int_0^\infty\frac{E'k}{2}\,\tilde v\,J_0(kr)\frac{k\,dk}{2\pi}
=\frac{E'v_0}{2}\int_0^\infty\left(\frac{\sin k}{k}-\cos k\right)J_0(kr)\,dk .$$

Write $J_0(kr)$ as the average of $\cos kb$ with $b=r\cos\varphi$. For $|b|<1$ the first term integrates to $\pi/2$ and the second, taken as the limit of a damped integral, to zero. The pressure is uniform, $p=\pi E'v_0/4$. Direct quadrature with weak damping confirms this within 2% at $r=0$, 0.3 and 0.6. Restoring $a$ and setting $p=\sigma$,

$$v=\frac{4\sigma}{\pi E'}\sqrt{a^2-r^2}\;\longrightarrow\;\frac{4\sigma}{\pi E'}\sqrt{2a\rho}$$

at a small distance $\rho$ inside the edge. Comparison with the tip law gives $K=2\sigma\sqrt{a/\pi}$, and

$$a=\frac{\pi}{4}\left(\frac{K_c}{\sigma}\right)^2=7.07\ \text{µm}.$$

This is the value for a buried circle, not for a surface flaw. A half-circular surface crack was not calculated; I would expect it to lie between the two results, since its ends are held but its mouth is free.

## The ground die

The example takes a die 100 µm thick, a rough typical value for a thinned die. Strengths of a few hundred MPa and a toughness near 1 MPa√m are also of the usual size for ground silicon.

In bending, the stress falls from its surface value to zero at mid-thickness $h/2$, so it is $\sigma(1-2x/h)$. A load proportional to depth, $\sigma x/a$, gives $K=Y_1\sigma\sqrt{\pi a}$, and the same integral equation yields $Y_1=0.683$. For this load $U\propto a^4$ at fixed gradient, so $G=4U/a$, and the finite elements give 0.684. By superposition

$$K=\sigma\sqrt{\pi a}\left(Y-\frac{2a}{h}Y_1\right).$$

At fixed surface stress the solution is $a=2.42$ µm: the bracket is $1.1215-0.0484\times0.683=1.088$, and $9.00/(\pi\times1.088^2)=2.42$. In this estimate the gradient raises the inferred depth by 6%. Both factors belong to a very thick body; the finite thickness of the die lowers the result by about 1%.

Silicon is also elastically anisotropic. With rough constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, a (110) crack below a (001) surface has $Y\approx1.14$ and a depth of about 2.2 µm, a change of 3%. The mesh and the finite width of the strip limit these values to about three digits in $Y$ and two in the depth. The same calculation gives an effective modulus of about 180 GPa and a critical energy release rate of 4.5 J/m² (0.28 eV/Å²). The depth itself needed no modulus when the material was taken as isotropic.

Linear elasticity must fail where the tip stress nears the ideal strength. Taking this roughly as one tenth of the modulus, 18 GPa, and solving $K_c/\sqrt{2\pi r}=18$ GPa gives $r\approx0.4$ nm. This is about $2\times10^{-4}$ of the crack depth, so the use of $K$ is well founded here.

The inputs matter more. Because $a\propto K_c^2$, toughnesses of 0.8 and 1.0 MPa√m give 1.80 and 2.81 µm at the same strength. Grinding also leaves residual stress, which adds to the applied stress. If it is uniform over the crack depth, 50 MPa of tension lowers the inferred depth to 1.67 µm, and 50 MPa of compression raises it to 3.28 µm.

Among the cases worked out here, the change from a long crack to a circular one moves the answer furthest, though a residual stress well above 50 MPa could matter as much. A real ground face carries flaws of many lengths, and a short one must be deeper to break the die at the same stress. The figure of 2.3 µm therefore describes a long scratch-like crack at right angles to the tension, lying where the stress is 300 MPa over its whole depth; the stress gradient in the bent 100 µm die raises it to about 2.4 µm. If a slanted long crack grows in its own plane at the same critical energy release rate, it must be deeper: by about a third when its trace on the surface is turned 30° from the perpendicular, and by about a sixth when it is tilted 30° into the depth. A tilted crack that can kink at its tip, or that lies on a plane of lower toughness, may need about the same depth as the perpendicular one. The inferred depth is that of the flaw that broke this die, not the mean depth of damage. If the fracture began at a chipped edge, 2.4 µm is only an upper limit, in the absence of residual stress, for long cracks across the tension in the part of the ground face that carried the full stress.

The formula also shows what polishing can do. Reducing the critical depth to a quarter doubles the strength, provided that the remaining crack is still long, the toughness is unchanged, residual stress is negligible, the applied stress hardly varies over the crack depth, and no other flaw takes over. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
toughness K_c: 0.9 MPa sqrt(m)
die strength: 300 MPa
die thickness (rough typical): 100 um
surface factor Y, integral equation: 1.1215
Y after one correction: 1.0947
Y after two corrections: 1.1143
Y from finite-element energy: 1.123
Y from finite-element tip opening: 1.118
tip distance of that opening / depth: 0.031
Y with symmetry plane, finite elements: 1.000
linear-load factor, integral equation: 0.6829
linear-load factor, finite elements: 0.684
circular-crack pressure at r/a = 0, 0.3, 0.6 (target 1): 0.994, 0.993, 0.990
(K_c/strength)^2: 9.00 um
long surface crack depth: 2.28 um
same depth converted: 2.28e+04 angstrom
depth using finite-element Y: 2.27 um
depth if Y were 1: 2.86 um
buried circular crack radius: 7.07 um
depth / die thickness: 0.0228
depth with bending stress gradient: 2.42 um
change by gradient: 6.2 %
rough C11, C12, C44: 166, 64, 80 GPa
Y with cubic anisotropy: 1.139
depth with cubic anisotropy: 2.21 um
residual stress tried, either sign: 50 MPa
depth with tensile residual stress: 1.67 um
depth with compressive residual stress: 3.28 um
depth for K_c = 0.8 MPa sqrt(m): 1.80 um
depth for K_c = 1.0 MPa sqrt(m): 2.81 um
effective crack modulus: 182 GPa
critical energy release rate: 4.46 J/m^2
same rate converted: 0.279 eV/angstrom^2
rough ideal strength: 18 GPa
tip zone beyond linear elasticity: 0.39 nm
tip zone / crack depth: 1.7e-04
```
